# Furry's theorem for closed electron loops: traces, conditions and numerical tests, part 1

(Sections cited here and not found follow in the later parts.)

## A.1 What goes wrong without the theorem

A code that evaluates closed electron loops meets the three-photon loop at the first order beyond the vacuum-polarization bubble. Its integrand is the trace of three gamma matrices and three propagators. That trace is not zero, and in four dimensions it falls only as $\ell^{-3}$ against a measure $d^4\ell$, so by power counting it diverges linearly. Nothing in a single trace shows that it will drop out. Unless a further symmetry removes it, it drops out only against a second diagram, the same loop traversed in the opposite direction, and a cutoff preserves this cancellation if the line momenta admitted in one orientation are the negatives of those admitted in the other.

Four distinct errors follow if this pairing is not built in. Keeping one orientation produces a three-photon coupling that does not exist: in the model of Section A.11 one orientation of a three-vector loop has the value $w^3L=1.4168$ Ry, while the sum of the two orientations is zero. Cutting off the momentum sum unsymmetrically can leave a remainder: for the same loop the sum of the two orientations becomes $0.0317$ Ry. Applying "two orientations" to the two-vertex bubble doubles the vacuum polarization, because there the two orientations are one diagram. Deleting every three-vertex loop removes real physics when the state contains electrons, when scalar or axial vertices leave an even number of vector vertices (VVS, VVA, SSS), or when the vertices carry flavour matrices whose product has a different trace in the reversed order. The statement "loops with an odd number of vector vertices cancel" is true under conditions, which Sections A.7 and A.9 state.

## A.2 Conventions and the loop integrand

Rydberg atomic units are used: $\hbar=1$, $m_e=\tfrac12$, $c=2/\alpha$ with $\alpha$ the fine-structure constant. Energies are in Ry and momenta in bohr$^{-1}$. The rest energy is $M=m_ec^2=c^2/2$. The metric is $g^{\mu\nu}=\mathrm{diag}(+,-,-,-)$, and the $4\times4$ matrices $\gamma^\mu$ obey

$$\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}. \tag{1}$$

Hence $(\gamma^0)^2=1$, $(\gamma^i)^2=-1$, and different $\gamma$'s anticommute. A four-momentum has components $p^\mu=(E,c\mathbf p)$, all energies, and

$$\hat p\equiv\gamma^0E-c\,\boldsymbol\gamma\cdot\mathbf p,\qquad \hat p^{\,2}=E^2-c^2\mathbf p^2\equiv p^2 .$$

The second relation follows from (1): cross terms with different indices cancel in pairs, and the squares give the metric. The propagator is defined as a matrix inverse,

$$S(p)=(\hat p-M)^{-1}=\frac{\hat p+M}{p^2-M^2}, \tag{2}$$

where the second form holds because $(\hat p-M)(\hat p+M)=p^2-M^2$. The energy $E$ may be complex, and so may $M$; the Feynman prescription is $M\to M-i0$. Factors of $i$ and of the charge are left out of $S$ and of the vertices, since they are the same for every loop with $n$ vertices.

A loop has vertices $i=1,\dots,n$. Vertex $i$ carries a Dirac matrix $\Gamma_i$ and injects four-momentum $q_i$, with $\sum_iq_i=0$. The integrand is

$$T(\ell)=\mathrm{tr}\,[\Gamma_1S(p_1)\,\Gamma_2S(p_2)\cdots\Gamma_nS(p_n)],\qquad p_n=\ell,\quad p_{i-1}=p_i+q_i . \tag{3}$$

Matrices act to the right, so the electron runs through the trace from right to left: it arrives at vertex $i$ with $p_i$ and leaves with $p_{i-1}=p_i+q_i$. At vertex 1 it leaves with $p_0=p_1+q_1=\ell+\sum_iq_i=p_n$, which closes the loop.

The reversed loop is defined by the same rule applied to the reversed lists $(\Gamma_n,\dots,\Gamma_1)$ and $(q_n,\dots,q_1)$:

$$T_{\rm rev}(\ell')=\mathrm{tr}\,[\Gamma_nS(r_1)\,\Gamma_{n-1}S(r_2)\cdots\Gamma_1S(r_n)], \tag{4}$$

with $r_n=\ell'$, $r_{n-1}=r_n+q_1$, $r_{n-2}=r_{n-1}+q_2$, and so on. Each vertex still injects its own $q_i$; the external momenta are not reversed. In code, (3) and (4) are one routine called with two orderings.

## A.3 The matrix $C$

The theorem rests on an invertible matrix $C$ with

$$C\gamma^\mu C^{-1}=-\gamma^{\mu T}\qquad(\mu=0,1,2,3). \tag{5}$$

**The target matrices obey the same algebra.** Put $\gamma'^\mu=-\gamma^{\mu T}$. With $(AB)^T=B^TA^T$,

$$\gamma'^\mu\gamma'^\nu+\gamma'^\nu\gamma'^\mu=(\gamma^\nu\gamma^\mu+\gamma^\mu\gamma^\nu)^T=2g^{\mu\nu}.$$

**The sixteen products are a basis.** Let $\Gamma_A$ run over the products of zero to four different $\gamma$'s with indices in increasing order; there are $1+4+6+4+1=16$. By (1), the product of two of them is $\pm$ a third, and $\Gamma_A^{-1}=\pm\Gamma_A$. Every $\Gamma_A\neq1$ anticommutes with some $\gamma^\nu$. For a product of two or four factors take $\nu$ among its indices: $\gamma^\nu$ commutes with itself and anticommutes with the remaining one or three. For a product of one or three factors take $\nu$ outside its indices. Then $\mathrm{tr}\,\Gamma_A=-\mathrm{tr}\,[\gamma^\nu\Gamma_A(\gamma^\nu)^{-1}]=-\mathrm{tr}\,\Gamma_A$ by cyclicity, so the trace is zero. It follows that $\mathrm{tr}\,[\Gamma_A\Gamma_B^{-1}]=4\delta_{AB}$, since for $A\ne B$ the product is $\pm$ a $\Gamma$ different from 1. A relation $\sum_Aa_A\Gamma_A=0$, multiplied by $\Gamma_B^{-1}$ and traced, gives $a_B=0$. Sixteen independent $4\times4$ matrices span all $4\times4$ matrices.

**Existence.** Let $\Gamma'_A$ be the same products built from $\gamma'$, and for any matrix $F$ define $C=\sum_A\Gamma'_AF\,\Gamma_A^{-1}$. For fixed $\mu$, $\gamma^\mu\Gamma_A=\epsilon_A\Gamma_{B(A)}$ with $\epsilon_A=\pm1$ and $A\mapsto B(A)$ a permutation. The sign and the permutation follow from (1) alone, so they are the same for the primed set. Therefore

$$\gamma'^\mu C(\gamma^\mu)^{-1}=\sum_A(\gamma'^\mu\Gamma'_A)F(\gamma^\mu\Gamma_A)^{-1}=\sum_A\epsilon_A^2\,\Gamma'_{B(A)}F\,\Gamma_{B(A)}^{-1}=C,$$

that is, $C\gamma^\mu=\gamma'^\mu C$. Some $F$ makes $C\neq0$. If $C$ vanished for every $F$, then $\sum_A(\Gamma'_A)_{ij}(\Gamma_A^{-1})_{kl}=0$ for all indices, so $\sum_A(\Gamma'_A)_{11}\Gamma_A^{-1}=0$, and independence would force $(\Gamma'_A)_{11}=0$ for every $A$, which fails for the unit matrix.

**Invertibility.** If $Cv=0$ then $C\gamma^\mu v=\gamma'^\mu Cv=0$, so the kernel of $C$ is mapped into itself by all $\Gamma_A$ and hence by every matrix. A subspace with that property is either $\{0\}$ or the whole space, and the second is excluded by $C\ne0$.

**Uniqueness.** If $C_1$ and $C_2$ both satisfy (5), then $C_1^{-1}C_2$ commutes with every $\gamma^\mu$, hence with every matrix, and is a multiple of 1. The scale of $C$ drops out of (5) and of everything below. The argument used only that $\gamma$ and $\gamma'$ obey (1), so it also shows that any two $4\times4$ representations are related by a similarity transformation, which is Pauli's theorem.

**Dirac representation.** Here $\gamma^0=\mathrm{diag}(1,1,-1,-1)$ and $\gamma^i=\begin{pmatrix}0&\sigma_i\\-\sigma_i&0\end{pmatrix}$. The transpose of $\gamma^i$ is $\begin{pmatrix}0&-\sigma_i^T\\ \sigma_i^T&0\end{pmatrix}$. Since $\sigma_1,\sigma_3$ are symmetric and $\sigma_2$ is antisymmetric, $\gamma^0$ and $\gamma^2$ are symmetric and $\gamma^1$ and $\gamma^3$ antisymmetric. Equation (5) then asks that $C$ anticommute with $\gamma^0,\gamma^2$ and commute with $\gamma^1,\gamma^3$. The product $\gamma^2\gamma^0$ does this: $\gamma^0$ commutes with one factor and anticommutes with the other, and so does $\gamma^2$, while $\gamma^1$ and $\gamma^3$ anticommute with both. Thus $C=i\gamma^2\gamma^0$. Its transpose is $i\gamma^{0T}\gamma^{2T}=i\gamma^0\gamma^2=-C$.

**Other representations.** If $\tilde\gamma^\mu=U\gamma^\mu U^{-1}$, then $\tilde C=(U^T)^{-1}CU^{-1}$, because

$$\tilde C\tilde\gamma^\mu\tilde C^{-1}=(U^T)^{-1}C\gamma^\mu C^{-1}U^T=-(U^T)^{-1}\gamma^{\mu T}U^T=-\tilde\gamma^{\mu T}.$$

Transposing $\tilde C$ gives $(U^T)^{-1}C^TU^{-1}=-\tilde C$, so $C^T=-C$ in every representation. Note that $C$ does not transform by similarity, and the formula $i\gamma^2\gamma^0$ cannot be carried over to an arbitrary representation. An implementation can obtain $C$ as the null vector of the linear map $X\mapsto(X\gamma^\mu+\gamma^{\mu T}X)_{\mu=0..3}$, a $64\times16$ matrix. The program does this in the Dirac, the Weyl and a random non-unitary representation, and tests that the null space is one-dimensional, that $C^T=-C$, and that the Dirac solution is proportional to $i\gamma^2\gamma^0$.

## A.4 The sign of each vertex

Define $\eta$ by $C\Gamma C^{-1}=\eta\,\Gamma^T$. For a product of $k$ gamma matrices, inserting $C^{-1}C$ between neighbours and using (5) gives

$$C\gamma^{a_1}\cdots\gamma^{a_k}C^{-1}=(-1)^k\gamma^{a_1T}\cdots\gamma^{a_kT}=(-1)^k(\gamma^{a_k}\cdots\gamma^{a_1})^T. \tag{6}$$

If the indices are all different, restoring the original order takes $k(k-1)/2$ exchanges, each with a minus sign, so $\eta=(-1)^{k}(-1)^{k(k-1)/2}=(-1)^{k(k+1)/2}$. For $k=0,1,2,3,4$ the exponent is $0,1,3,6,10$. With $\gamma^5=i\gamma^0\gamma^1\gamma^2\gamma^3$ and $\sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu]$, the matrix $\sigma^{\mu\nu}$ is a multiple of a product with $k=2$, $\gamma^\mu\gamma^5$ of one with $k=3$ and $\gamma^5$ of the one with $k=4$. Numerical factors such as $i$ pass through unchanged, because neither conjugation by $C$ nor transposition takes a complex conjugate.

| class | matrix | $k$ | $\eta$ |
|---|---|---|---|
| S | $1$ | 0 | $+1$ |
| V | $\gamma^\mu$ | 1 | $-1$ |
| T | $\sigma^{\mu\nu}$ | 2 | $-1$ |
| A | $\gamma^\mu\gamma^5$ | 3 | $+1$ |
| P | $\gamma^5$ | 4 | $+1$ |

A linear combination within one class, or of classes with equal $\eta$, has that $\eta$, with any complex coefficients. A vertex $\sigma^{\mu\nu}q_\nu$ therefore counts as odd, like a vector vertex, because $q$ is the injected momentum and is the same in both orientations. A vertex such as $\gamma^\mu(1-\gamma^5)$ has no definite $\eta$ and must be split into its V and A parts. The program tests the sign for all sixteen matrices in the three representations.

## A.5 The propagator

By (5) and linearity, $C\hat pC^{-1}=-\hat p^{\,T}$, while $CMC^{-1}=M$. Hence $C(\hat p-M)C^{-1}=(-\hat p-M)^T$. Inverting both sides, with $(CXC^{-1})^{-1}=CX^{-1}C^{-1}$ and $(X^T)^{-1}=(X^{-1})^T$,

$$CS(p)C^{-1}=\big[(-\hat p-M)^{-1}\big]^T=S(-p)^T. \tag{7}$$

All four components change sign and the mass does not. No complex conjugation occurs, so (7) holds for complex $E$ and complex $M$. With the Feynman prescription carried by $M-i0$, the same propagator appears on both sides. With the retarded prescription $E\to E+i0$ it does not: $E+i0$ goes to $-E-i0$, so a retarded function is mapped to an advanced one. The program tests (7) at complex momenta, and tests also that the version with $S(+p)^T$ fails.

## A.6 Reversal of the trace

Insert $1=C^{-1}C$ between all neighbouring factors in (3), and use cyclicity to bring a $C$ to the front and a $C^{-1}$ to the end:

$$T(\ell)=\mathrm{tr}\,\big[(C\Gamma_1C^{-1})(CS(p_1)C^{-1})\cdots(C\Gamma_nC^{-1})(CS(p_n)C^{-1})\big].$$

The definition of $\eta_i$ and equation (7) turn this into

$$T(\ell)=\eta_1\cdots\eta_n\;\mathrm{tr}\,\big[\Gamma_1^TS(-p_1)^T\cdots\Gamma_n^TS(-p_n)^T\big].$$

A product of transposes is the transpose of the product in reverse order, and $\mathrm{tr}\,X^T=\mathrm{tr}\,X$ because transposition leaves the diagonal in place:

$$T(\ell)=\eta_1\cdots\eta_n\;\mathrm{tr}\,\big[S(-p_n)\Gamma_nS(-p_{n-1})\Gamma_{n-1}\cdots S(-p_1)\Gamma_1\big].$$

Cyclicity moves the first factor to the end:

$$T(\ell)=\eta_1\cdots\eta_n\;\mathrm{tr}\,\big[\Gamma_nS(-p_{n-1})\,\Gamma_{n-1}S(-p_{n-2})\cdots\Gamma_2S(-p_1)\,\Gamma_1S(-p_n)\big]. \tag{8}$$

The vertices now stand in the order of (4). It remains to show that the momenta are those of (4). Take $\ell'=-\ell$, so $r_n=-p_n$. Then $r_{n-1}=r_n+q_1=-p_0+q_1=-p_1$, using $p_n=p_0=p_1+q_1$. Next $r_{n-2}=-p_1+q_2=-p_2$, using $p_1=p_2+q_2$. In general $-p_{i-1}+q_i=-p_i$, so $r_{n-i}=-p_i$ for $i=1,\dots,n-1$, which are the arguments in (8). Therefore

$$T(\ell)=\eta_1\cdots\eta_n\;T_{\rm rev}(-\ell), \tag{9}$$

and for $n$ vector vertices $T(\ell)=(-1)^nT_{\rm rev}(-\ell)$.

Equation (9) is an identity between integrands, valid at every $\ell$ where the propagators exist. No integral has been done and no divergence has entered. The denominators of (2) are even in $p$, so the two sides have the same denominators and (9) is a statement about numerator polynomials. In both traces the last propagator is the line joining vertex $n$ to vertex 1; it carries $\ell$ in one direction or, equivalently, $-\ell$ in the other. Physically the reversed loop is the one in which the charge circulates the other way, and each vector vertex registers the sign of the charge.

The program tests (9) for $n=1,\dots,6$ in the three representations, with random vertices from all five classes, random $q_i$ and complex $E$. The reversed side is built by the routing rule of (4), not by copying the arguments of (8), and the all-vector traces are required to be nonzero. It also expands the $n=3$ numerators symbolically for two index triples, with independent momenta, and tests that each polynomial is nonzero and the sum identically zero.

Because (7) is applied line by line, (9) also holds when the lines have different masses, each mass staying with its line. Whether anything cancels then depends on whether the reversed diagram contributes to the same amplitude with the same coupling, which is a property of the theory and not of the trace.

## A.7 From traces to amplitudes

**Which traces occur.** The connected vacuum expectation value of $n$ bilinears $\bar\psi\Gamma_i\psi$ is, by Wick's theorem, a sum over the ways of contracting each $\psi$ with a $\bar\psi$ so that one closed chain results. A chain is fixed by the cyclic order of the vertices. Each chain has the same sign. Under time ordering the bilinears commute, so they can be placed in the order of the chain at no cost; then every $\psi$ stands next to the $\bar\psi$ it contracts with, except that the first $\bar\psi$ must be moved past $2n-1$ fermion fields to the end, which gives $-1$. The amplitude is therefore a common factor times $\sum_{\rm orders}\int d^4\ell\;T_{\rm order}(\ell)$. Section A.8 reaches the same sum for static fields without field operators.

The reversal identity (9) holds between loop integrands at every $\ell$ where the propagators exist, and the amplitude is a sum over cyclic orders of the vertices. It remains to pair each order with its reverse, integrate, and establish when the pair cancels.
